# Hartree-Fock Forces over London Orbitals and Their Vanishing Sum

Take one electron, one clamped nucleus of charge $Z$ at $\mathbf R$, and a uniform magnetic field $\mathbf B$. Atomic units are used, the electron has charge $-1$, and positions are measured from the gauge origin, so that

$$\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r,\qquad \boldsymbol\pi=\mathbf p+\mathbf A(\mathbf r),\qquad h=\tfrac12\pi^2+V .$$

Let the basis be a single normalized Gaussian $\chi\propto e^{-ax^2}$, with $\mathbf x=\mathbf r-\mathbf R$. Since $\mathbf p\chi=2ia\mathbf x\chi$ and $\mathbf A$ is linear,

$$\boldsymbol\pi\chi=[2ia\mathbf x+\mathbf A(\mathbf x)+\mathbf A(\mathbf R)]\chi .$$

The kinetic energy is half the squared norm of this vector. The imaginary part gives $\tfrac12\cdot4a^2\langle x^2\rangle=3a/2$, because $\langle x^2\rangle=3/(4a)$. In the real part the cross term is odd in $\mathbf x$ and integrates to zero, while $|\mathbf A(\mathbf x)|^2=B^2x_\perp^2/4$ and $\langle x_\perp^2\rangle=1/(2a)$. Hence

$$\langle\tfrac12\pi^2\rangle=\frac{3a}{2}+\frac{B^2}{16a}+\frac{B^2R_\perp^2}{8}.$$

The last term is spurious. It pulls an isolated atom towards the field line through the gauge origin with a force $-B^2\mathbf R_\perp/4$, although all field lines of a uniform field are equivalent. Now attach a phase and use the London orbital

$$\omega(\mathbf r)=e^{-i\mathbf A(\mathbf R)\cdot\mathbf r}\chi(\mathbf r-\mathbf R).$$

The momentum operator acting on the phase gives $-\mathbf A(\mathbf R)$, so that

$$\boldsymbol\pi\omega=e^{-i\mathbf A(\mathbf R)\cdot\mathbf r}[\mathbf p+\mathbf A(\mathbf r-\mathbf R)]\chi. \tag{1}$$

The term $B^2R_\perp^2/8$ is gone, the attraction energy does not depend on $\mathbf R$ either, and the force is zero.

With several nuclei, the orbitals carry different phases $\mathbf A_\mu=\mathbf A(\mathbf R_\mu)$, and these do not cancel inside an integral. What happens under a rigid shift $\mathbf t$ is seen from the operator

$$(U_{\mathbf t}f)(\mathbf r)=e^{-i\mathbf A(\mathbf t)\cdot\mathbf r}f(\mathbf r-\mathbf t).$$

It commutes with $\boldsymbol\pi$: acting on $U_{\mathbf t}f$, the momentum produces an extra $-\mathbf A(\mathbf t)$, which turns $\mathbf A(\mathbf r)$ into $\mathbf A(\mathbf r-\mathbf t)$, just what stands in $U_{\mathbf t}(\boldsymbol\pi f)$. It also carries the nuclear potential to its shifted position. Acting on a London orbital it gives

$$U_{\mathbf t}\omega_\mu=e^{-i\mathbf A(\mathbf t)\cdot\mathbf r}e^{-i\mathbf A_\mu\cdot(\mathbf r-\mathbf t)}\chi_\mu(\mathbf r-\mathbf t-\mathbf R_\mu)=e^{i\mathbf A_\mu\cdot\mathbf t}\,\omega_\mu',$$

where $\omega_\mu'$ is the London orbital of the shifted centre. Therefore $\omega'_\mu=e^{-i\mathbf A_\mu\cdot\mathbf t}U_{\mathbf t}\omega_\mu$, and since $U_{\mathbf t}$ is unitary,

$$S'_{\mu\nu}=e^{i(\mathbf A_\mu-\mathbf A_\nu)\cdot\mathbf t}S_{\mu\nu},\qquad h'_{\mu\nu}=e^{i(\mathbf A_\mu-\mathbf A_\nu)\cdot\mathbf t}h_{\mu\nu}. \tag{2}$$

Integrals between different centres thus in general change by a phase when the molecule is moved. With $\Theta=\mathrm{diag}(e^{i\mathbf A_\mu\cdot\mathbf t})$, equation (2) reads $S'=\Theta S\Theta^\dagger$, $h'=\Theta h\Theta^\dagger$. If the orbital coefficients change as $c'=\Theta c$, every expectation value of the energy is unchanged, and so is its stationary value. This is the finite form of the theorem. An analytic gradient must reproduce it to first order in $\mathbf t$, which in general requires the derivative of the phase.

The force on nucleus $K$ means here $-\partial E/\partial\mathbf R_K$, with $E$ the energy at clamped nuclei. Velocity-dependent forces on moving nuclei, namely the Lorentz force and the screening force from the Berry curvature, are not part of it.

For the phase, the cyclic property of the triple product gives

$$\frac{\partial}{\partial R_j}\mathbf A(\mathbf R)\cdot\mathbf r=\tfrac12(\mathbf B\times\mathbf e_j)\cdot\mathbf r=\tfrac12\mathbf e_j\cdot(\mathbf r\times\mathbf B)=-A_j(\mathbf r).$$

The envelope depends on $\mathbf r-\mathbf R$, so its derivative is $-\nabla\chi$. Together,

$$\frac{\partial\omega_\mu}{\partial\mathbf R_\mu}=e^{-i\mathbf A_\mu\cdot\mathbf r}\left[-\nabla\chi_\mu+i\mathbf A(\mathbf r)\chi_\mu\right]. \tag{3}$$

Define $\mathbf k=\mathbf p-\mathbf A(\mathbf r)$. Then $\mathbf k\omega_\mu=e^{-i\mathbf A_\mu\cdot\mathbf r}[\mathbf p-\mathbf A_\mu-\mathbf A(\mathbf r)]\chi_\mu$, and because $-i\mathbf p=-\nabla$, equation (3) becomes

$$\frac{\partial\omega_\mu}{\partial\mathbf R_\mu}=-i(\mathbf k+\mathbf A_\mu)\omega_\mu. \tag{4}$$

Moving the centre acts on the orbital as $\mathbf k$, the generator of magnetic translations, apart from a constant phase rate $\mathbf A_\mu$. At $B=0$ this is the ordinary $-\nabla\chi_\mu$. Equations (3) and (4) hold for any envelope that moves rigidly with its nucleus.

For $s$ Gaussians the integrals close in elementary form. Let $\omega_\mu,\omega_\nu$ have exponents $a,b$, and let $p=a+b$. The exponent of $\omega_\mu^*\omega_\nu$ is

$$-a|\mathbf r-\mathbf R_\mu|^2-b|\mathbf r-\mathbf R_\nu|^2+i(\mathbf A_\mu-\mathbf A_\nu)\cdot\mathbf r .$$

Completing the square gives one Gaussian with a complex centre,

$$\mathbf P=\frac{a\mathbf R_\mu+b\mathbf R_\nu+\frac i2(\mathbf A_\mu-\mathbf A_\nu)}{p},\qquad S_{\mu\nu}=n_\mu n_\nu\left(\frac{\pi}{p}\right)^{3/2}e^{p\mathbf P^2-aR_\mu^2-bR_\nu^2},$$

where $n_\mu,n_\nu$ are normalization factors and $\mathbf P^2=\mathbf P\cdot\mathbf P$ without complex conjugation. For any displacement $d\mathbf R$ of the nuclei, with $d\mathbf A_\mu=\mathbf A(d\mathbf R_\mu)$,

$$d\mathbf P=\frac{a\,d\mathbf R_\mu+b\,d\mathbf R_\nu+\frac i2(d\mathbf A_\mu-d\mathbf A_\nu)}{p},$$

$$dS_{\mu\nu}=2S_{\mu\nu}\left[p\mathbf P\cdot d\mathbf P-a\mathbf R_\mu\cdot d\mathbf R_\mu-b\mathbf R_\nu\cdot d\mathbf R_\nu\right].$$

The terms in $d\mathbf A$ are the phase derivatives.

For the kinetic energy, write $T_{\mu\nu}=\frac12\int(\boldsymbol\pi\omega_\mu)^*\cdot\boldsymbol\pi\omega_\nu$ and use (1). With $\mathbf r=\mathbf P+\mathbf y$, each factor splits into a constant and a part linear in $\mathbf y$. The constants are

$$\mathbf u=-2ia(\mathbf P-\mathbf R_\mu)+\mathbf A(\mathbf P-\mathbf R_\mu),\qquad \mathbf v=2ib(\mathbf P-\mathbf R_\nu)+\mathbf A(\mathbf P-\mathbf R_\nu).$$

Terms linear in $\mathbf y$ average to zero, and $\mathbf y\cdot\mathbf A(\mathbf y)=0$. The quadratic terms $4ab\,\mathbf y\cdot\mathbf y+\mathbf A(\mathbf y)\cdot\mathbf A(\mathbf y)$, again without complex conjugation, are averaged with $\langle y_iy_j\rangle=\delta_{ij}/(2p)$, whence

$$T_{\mu\nu}=\tfrac12S_{\mu\nu}\left[\mathbf u\cdot\mathbf v+\frac{12ab+B^2/2}{2p}\right],$$

$$dT_{\mu\nu}=\frac{dS_{\mu\nu}}{S_{\mu\nu}}T_{\mu\nu}+\tfrac12S_{\mu\nu}(d\mathbf u\cdot\mathbf v+\mathbf u\cdot d\mathbf v).$$

Here $d\mathbf u$ follows from $\mathbf u$ on replacing $\mathbf P-\mathbf R_\mu$ by $d\mathbf P-d\mathbf R_\mu$, and $d\mathbf v$ likewise. For equal centres and $a=b$ the opening result returns without its spurious term.

For the attraction, insert $1/r=(2/\sqrt\pi)\int_0^\infty e^{-s^2r^2}ds$, integrate over space, and substitute $\tau^2=s^2/(p+s^2)$. The powers of $1-\tau^2$ cancel and leave

$$\int\frac{e^{-p(\mathbf r-\mathbf P)^2}}{|\mathbf r-\mathbf C|}d^3r=\frac{2\pi}{p}F_0\!\left(p(\mathbf P-\mathbf C)^2\right),\qquad F_n(z)=\int_0^1\tau^{2n}e^{-z\tau^2}d\tau .$$

Both sides are analytic in $\mathbf P$, so the formula holds for complex centres. Dividing by the Gaussian's own integral $(\pi/p)^{3/2}$ gives

$$V_{\mu\nu}=-\sum_CZ_CS_{\mu\nu}\,2\sqrt{p/\pi}\,F_0(z_C),\qquad z_C=p(\mathbf P-\mathbf R_C)^2 .$$

Its derivative uses $F_0'=-F_1$ and $dz_C=2p(\mathbf P-\mathbf R_C)\cdot(d\mathbf P-d\mathbf R_C)$:

$$dV_{\mu\nu}=-\sum_CZ_C\,2\sqrt{p/\pi}\,\left[dS_{\mu\nu}F_0(z_C)-S_{\mu\nu}F_1(z_C)dz_C\right].$$

For the repulsion, let the second pair have exponent $q$ and centre $\mathbf Q$. The relative coordinate of two Gaussian distributions is again Gaussian, with exponent $\rho=pq/(p+q)$ and centre $\mathbf P-\mathbf Q$. Thus

$$(\mu\nu|\lambda\sigma)=S_{\mu\nu}S_{\lambda\sigma}\,2\sqrt{\rho/\pi}\,F_0\!\left(\rho(\mathbf P-\mathbf Q)^2\right),$$

and the same chain rule applies, with $dz=2\rho(\mathbf P-\mathbf Q)\cdot(d\mathbf P-d\mathbf Q)$ and the product $S_{\mu\nu}S_{\lambda\sigma}$ in place of $S_{\mu\nu}$.

Now take a closed-shell Hartree-Fock state with occupied coefficients $c_i$, normalized by $c_i^\dagger Sc_i=1$, and $D=2\sum_ic_ic_i^\dagger$. The spin Zeeman energy of this singlet is zero. With $G(D)$ the Coulomb and exchange matrix and $F=h+G(D)$,

$$E=\mathrm{Tr}\,Dh+\tfrac12\mathrm{Tr}\,DG(D)+V_{nn},\qquad Fc_i=\varepsilon_iSc_i .$$

The change of the coefficients contributes $\mathrm{Tr}\,F\,dD$, since $G$ is linear and symmetric in the trace. By the Hartree-Fock equations and the differential of the orthonormality condition,

$$\mathrm{Tr}\,F\,dD=2\sum_i\varepsilon_i(dc_i^\dagger Sc_i+c_i^\dagger S\,dc_i)=-2\sum_i\varepsilon_ic_i^\dagger dS\,c_i=-\mathrm{Tr}\,W\,dS,$$

with $W=2\sum_i\varepsilon_ic_ic_i^\dagger$. No derivative of the coefficients is needed, and

$$dE=\mathrm{Tr}\,D\,dh+\sum_{\mu\nu\lambda\sigma}\Gamma_{\mu\nu\lambda\sigma}\,d(\mu\nu|\lambda\sigma)-\mathrm{Tr}\,W\,dS+dV_{nn}, \tag{5}$$

$$\Gamma_{\mu\nu\lambda\sigma}=\tfrac12D_{\nu\mu}D_{\sigma\lambda}-\tfrac14D_{\sigma\mu}D_{\nu\lambda}.$$

The third term of (5) is the Pulay term.

To sum (5) over the nuclei, three commutators are needed. First,

$$[\pi_i,k_j]=-[p_i,A_j]+[A_i,p_j]=i(\partial_iA_j+\partial_jA_i)=0,$$

because $\partial_iA_j=\frac12\sum_l\epsilon_{jli}B_l$ is antisymmetric in $i,j$. Second, $[\mathbf k,V]=[\mathbf p,V]=-i\nabla V$. Third, $\mathbf k_1+\mathbf k_2$ commutes with $1/r_{12}$, which depends on the relative coordinate alone. Inserting (4) in $h_{\mu\nu}$, with the conjugate taken in the bra,

$$\sum_K\frac{\partial h_{\mu\nu}}{\partial\mathbf R_K}=i\langle\omega_\mu|(\mathbf k+\mathbf A_\mu)h-h(\mathbf k+\mathbf A_\nu)|\omega_\nu\rangle+\Big\langle\omega_\mu\Big|\sum_K\frac{\partial V}{\partial\mathbf R_K}\Big|\omega_\nu\Big\rangle .$$

The commutator gives $i[\mathbf k,h]=\nabla V$. The potential depends on $\mathbf r-\mathbf R_K$, so the last term is $-\nabla V$ and cancels it. What remains is

$$\sum_K\frac{\partial h_{\mu\nu}}{\partial\mathbf R_K}=i(\mathbf A_\mu-\mathbf A_\nu)h_{\mu\nu}, \tag{6}$$

the derivative of (2) at $\mathbf t=0$. The overlap obeys the same law, and $(\mu\nu|\lambda\sigma)$ acquires the factor $i(\mathbf A_\mu-\mathbf A_\nu+\mathbf A_\lambda-\mathbf A_\sigma)$.

For one Cartesian component let $\Lambda=\mathrm{diag}(A_\mu)$. Equation (6) then reads $\sum_K\partial_Kh=i[\Lambda,h]$, and the one-electron part of the summed gradient is

$$i\,\mathrm{Tr}\,D[\Lambda,h]=i\,\mathrm{Tr}\,\Lambda[h,D].$$

In the two-electron energy, the phases of the integrals can be moved to the density matrix, which amounts to replacing $D$ by $\Theta^\dagger D\Theta$. To first order the change of $D$ per unit shift is $-i[\Lambda,D]$, and the energy changes by

$$-i\,\mathrm{Tr}\,G[\Lambda,D]=i\,\mathrm{Tr}\,\Lambda[G,D].$$

The Pulay part is $-i\,\mathrm{Tr}\,W[\Lambda,S]=-i\,\mathrm{Tr}\,\Lambda[S,W]$. The nuclear repulsion depends on position differences and contributes nothing. In total,

$$\sum_K\frac{\partial E}{\partial R_K}=i\,\mathrm{Tr}\,\Lambda\left([F,D]-[S,W]\right). \tag{7}$$

From $Fc_i=\varepsilon_iSc_i$ follows $FD=2\sum_i\varepsilon_iSc_ic_i^\dagger=SW$, and the adjoint equation gives $DF=WS$. The two commutators are equal and the sum vanishes. The basis may be as small as one likes, and the total charge is arbitrary. The proof does need a converged state, a uniform magnetic field, and basis functions that all follow the nuclei. It also assumes that there is no external electric field; a uniform one would add a net force equal to the total charge times the field. If some orbitals sit on other centres, the derivatives with respect to those centres belong in the sum.

A vanishing sum does not prove that a gradient is correct. Suppose the term $i\mathbf A(\mathbf r)\chi_\mu$ in (3) is dropped everywhere. Summed over all nuclei, the omitted part multiplies every orbital by $i\mathbf A(\mathbf r)$. This leaves the overlaps unchanged, since the bra and ket terms cancel, and it commutes with all potentials. The omitted contribution is therefore

$$i\Big\langle\sum_n[\tfrac12\pi_n^2,A_j(\mathbf r_n)]\Big\rangle=\tfrac12(\mathbf B\times\boldsymbol\Pi)_j,\qquad\boldsymbol\Pi=\Big\langle\sum_n\boldsymbol\pi_n\Big\rangle,$$

because $[\pi_i,A_j]=-i\partial_iA_j$ and $\sum_i(\partial_iA_j)\pi_i=\frac12(\mathbf B\times\boldsymbol\pi)_j$. As the full sum is zero, the truncated gradients add up to

$$\sum_K\left(\frac{\partial E}{\partial\mathbf R_K}\right)_{\text{phases frozen}}=\tfrac12\boldsymbol\Pi\times\mathbf B. \tag{8}$$

In a complete basis $\boldsymbol\Pi=0$: multiplying all orbitals by $e^{i\epsilon r_j}$ changes the energy at the rate $\Pi_j$, which must vanish for a stationary state. It also vanishes for a molecule with inversion symmetry. In both cases the truncated forces balance, and in the second they can still be wrong.

The hydrogen molecule shows this. The field lies along $z$ with a cyclotron energy of 10 eV, or $8.64\times10^4$ T, and a magnetic length $\ell=B^{-1/2}=0.873$ Å. The bond, 0.75 Å long, lies in the $xz$ plane at 45° to the field. The level is restricted Hartree-Fock for the closed-shell singlet, with four uncontracted $s$ Gaussians per atom, of exponents 0.5, 2, 8 and 40 Å$^{-2}$. Correlation and polarization functions are left out, and the singlet is not claimed to be the ground state in this field. The digits quoted below belong to this small basis and are not converged values for H$_2$: an uncontracted $spd$ basis of augmented quadruple-zeta size, with the gauge origin at the bond midpoint, lowers the energy at 45° by about 0.23 eV.

Moving the centre from the gauge origin by 1 Å along $y$ leaves the energy at $-29.1743$ eV. The overlap of the widest orbitals on the two atoms changes from $0.843$ to $0.792-0.287i$. Its modulus stays the same, and (2) predicts the phase. With $\mathbf R_1-\mathbf R_2=-(0.75/\sqrt2)(1,0,1)$ Å,

$$(\mathbf A_1-\mathbf A_2)\cdot\mathbf t=-\frac{0.75\times1}{2\sqrt2\,(0.873)^2}=-0.348\ \text{rad},$$

which is the computed value.

The force on atom 1 is $(1.476,0,1.025)$ eV/Å and that on atom 2 is its negative. With frozen phases the $x$ component falls to 1.439 eV/Å, an error of 2.5% of the correct component, while the sum remains zero. The $z$ component is unaffected because $A_z=0$. Comparison with finite differences of self-consistent energies exposes the error; the complete gradient agrees with them within $10^{-7}$ eV/Å.

Projected on the bond, the force on atom 2 is $-(1.476+1.025)/\sqrt2=-1.768$ eV/Å, against $-0.573$ eV/Å without the field. The negative sign means that the bond tends to shorten, so in this model the field strengthens the contraction at this geometry. In the larger $spd$ basis the two projections are about $-1.76$ and $-0.60$ eV/Å, and the force on atom 1 is about $(1.41,0,1.08)$ eV/Å. The components across the bond form a torque,

$$-\frac{dE}{d\theta}=0.75\times\frac{-1.476+1.025}{\sqrt2}=-0.239\ \text{eV/rad},$$

which turns the molecule towards the field. Accordingly the parallel orientation, at $-29.295$ eV, lies below the perpendicular one, at $-29.056$ eV. A dependence $E_\parallel+\Delta\sin^2\theta$ would have slope $\Delta=0.239$ eV/rad at 45°, in agreement with the torque; in this basis the energy at 45° lies 1 meV above the mean of the two end values, a small departure from this law. The direction of the torque survives a larger basis, but its size does not: with $spd$ functions the torque is $-0.178$ eV/rad and $\Delta=0.178$ eV, a quarter smaller, the end values are $-29.49$ and $-29.31$ eV, and the departure at 45° changes sign and falls below 1 meV in magnitude.

With plain Gaussians the same shift raises the energy from $-29.137$ to $-27.226$ eV, by 1.91 eV. If the coefficients were held fixed, the shift would add $\mathbf A(\mathbf t)$ to $\boldsymbol\pi$. Since $\boldsymbol\Pi=0$ by inversion at the starting position, the energy of the two electrons would rise by

$$2\cdot\frac{B^2t^2}{8}=\frac{10\ \text{eV}}{4}\left(\frac{1}{0.873}\right)^2=3.28\ \text{eV}.$$

This is an upper bound by the variational principle, and relaxation of the coefficients recovers 1.37 eV of it. The remaining net force is $-3.93$ eV/Å along $y$, towards the gauge origin.

Inversion makes the force balance of H$_2$ an easy case, since it reverses every partial sum. A harder one has two electrons and three model charges 1.0, 0.8 and 0.6 at $(0,0,0)$, $(0.8,0.1,0)$ and $(0.2,0.7,0.3)$ Å, the corners of a scalene triangle, in the same field, with three $s$ Gaussians per centre, of exponents 0.5, 2 and 8 Å$^{-2}$. The $x$ components of the forces are 0.757, $-0.989$ and 0.232 eV/Å. Their sum is zero, but its parts are not:

$$0.4302\ (\text{one-electron})-0.1945\ (\text{two-electron})-0.2357\ (\text{Pulay})=0.0000\ \text{eV/Å}.$$

This is (7) at work: the integral derivatives leave a net force, and the Pulay term removes it. The largest component of the total is $4\times10^{-11}$ eV/Å.

With frozen phases the balance fails here. The residual kinetic momentum has $\Pi_y=-0.00572\,\hbar$ per bohr. From (8) the net force along $x$ is $-\frac12B\Pi_y$, or, with 1 bohr equal to 0.529 Å,

$$\tfrac12\times10\ \text{eV}\times\frac{0.00572}{0.529\ \text{Å}}=0.054\ \text{eV/Å},$$

as found directly from the truncated gradient. In the same way $\Pi_x=0.00056\,\hbar$ per bohr gives a net force of 0.005 eV/Å along $y$, and there is none along the field. The small $\boldsymbol\Pi$ is a defect of the finite basis; the complete London gradient balances in spite of it, because a common shift of nuclei and orbitals acts on the basis as $U_{\mathbf t}$, up to constant phases, and $U_{\mathbf t}$ carries the Hamiltonian into that of the shifted molecule.

## Calculated quantities

```
cyclotron energy: 10.0 eV
field along z: 8.6380e+04 T
magnetic length: 0.8729 angstrom
s exponents: [ 0.5  2.   8.  40. ] angstrom^-2
largest quadrature error of integrals: 2.8e-10 a.u.
largest error of orbital derivative law: 6.4e-10 a.u.
largest zero-field library difference: 8.3e-14 a.u.
H2 bond length: 0.75 angstrom, tilt 45 deg in xz plane
H2 centre after shift: +0.00000 +1.00000 +0.00000 angstrom
H2 energy, centre at gauge origin: -29.174260 eV
H2 energy, shifted: -29.174260 eV
H2 energy without field: -30.653898 eV
overlap of widest orbitals, at origin: 0.84291 +0.00000i
same overlap, shifted: 0.79238 -0.28744i
its modulus: 0.84291, phase change -0.34799 rad
H2 force on atom 1: +1.47584 +0.00000 +1.02509 eV/angstrom
H2 force on atom 2: -1.47584 +0.00000 -1.02509 eV/angstrom
H2 largest net force: 8.3e-15 eV/angstrom
H2 gradient minus finite difference: 6.7e-08 eV/angstrom
atom 1, phases frozen: +1.43890 +0.00000 +1.02509 eV/angstrom
atom 2, phases frozen: -1.43890 +0.00000 -1.02509 eV/angstrom
stretching force in field: -1.76842 eV/angstrom
stretching force without field: -0.57265 eV/angstrom
torque -dE/d(tilt): -0.23905 eV/rad
H2 energy parallel to B: -29.294753 eV
H2 energy perpendicular to B: -29.055709 eV
plain Gaussians, at origin: -29.136808 eV
plain Gaussians, shifted: -27.225686 eV
plain Gaussians, net force: -0.00000 -3.92747 +0.00000 eV/angstrom
three-centre charges: [1.  0.8 0.6] e; s exponents: [0.5 2.  8. ] angstrom^-2
centre 1 position: +0.00000 +0.00000 +0.00000 angstrom
centre 2 position: +0.80000 +0.10000 +0.00000 angstrom
centre 3 position: +0.20000 +0.70000 +0.30000 angstrom
three-centre energy: -25.957894 eV
force on centre 1: +0.75660 -0.73793 -0.49781 eV/angstrom
force on centre 2: -0.98853 -0.14015 -0.08591 eV/angstrom
force on centre 3: +0.23193 +0.87808 +0.58372 eV/angstrom
net one-electron force: +0.43023 +0.16972 +0.00000 eV/angstrom
net two-electron force: -0.19453 -0.08276 +0.00000 eV/angstrom
net Pulay force: -0.23570 -0.08696 -0.00000 eV/angstrom
net nuclear force: +0.00000 +0.00000 +0.00000 eV/angstrom
largest total net force: 3.8e-11 eV/angstrom
gradient minus finite difference: 1.4e-07 eV/angstrom
residual kinetic momentum: +0.00056 -0.00572 -0.00391 hbar/bohr
net force, phases frozen: +0.05404 +0.00526 +0.00000 eV/angstrom
```
